Two Derivations of the Hanai-Bruggeman Equation for Dispersed Spheres

Stir mercury into a thick oil until it breaks up into fine drops, and place the emulsion between the plates of a capacitor. The capacitance rises. If the drops are few, each one responds to the applied field as if it were alone, and the rise is proportional to their volume. At thirty percent by volume this no longer holds: each drop sits in a field altered by the others. How does the permittivity then depend on the volume fraction?

One answer builds the dense mixture from many dilute steps. Let ε_m, ε_p and ε be the relative permittivities of the matrix, the spheres and the composite, and φ the volume fraction of spheres. The result, derived below in two ways, is

(ε_p − ε)/(ε_p − ε_m) · (ε_m/ε)^(1/3) = 1 − φ.  (1)

**Shared assumptions**

The materials are linear and isotropic, and the field is quasi-static: the spheres are small compared with the wavelength and the skin depth. Conduction is included through the complex permittivity ε − iσ/(ωε₀), for time factor e^(iωt), where ε is here the real permittivity, σ the conductivity, ω the angular frequency and ε₀ the vacuum permittivity. Passive materials with non-negative real permittivity then have arguments between −π/2 and 0. All permittivities are taken nonzero and in this range, and zero or infinite values are reached as limits.

The decisive assumption concerns size. Spheres are added in portions, and those of each new portion are much larger than all spheres already present. A new sphere therefore sees the existing composite as a uniform medium. For spheres of equal size this is an approximation.

**First derivation: integrating dilute additions**

Put one sphere of radius a into a uniform host of permittivity ε, with field E far away. The potentials that are regular at the centre and have the correct far field are

inside: V = −E_in r cos θ
outside: V = −E r cos θ + B cos θ/r².

Continuity of V at r = a gives

B = (E − E_in)a³.

Continuity of the normal displacement gives

ε_p E_in = ε(E + 2B/a³) = ε(3E − 2E_in),

and therefore

E_in = 3εE/(ε_p + 2ε).  (2)

Now let such spheres occupy a small share f of the volume. Angle brackets denote volume averages. The displacement is ε times the field in the host and ε_p times the field in the new spheres, so

⟨D⟩ − ε⟨E⟩ = f(ε_p − ε)⟨E⟩_in.

This identity holds for any f. For small f and spheres that do not cluster, the field acting on each sphere is ⟨E⟩ to leading order, and (2) supplies ⟨E⟩_in. Dividing by ⟨E⟩ gives the new permittivity ε + δε, with

δε = 3fε(ε_p − ε)/(ε_p + 2ε) + O(f²).  (3)

The share f must next be related to φ. Let the composite have volume V and contain a sphere volume v, so that φ = v/V. Adding a sphere volume dv changes both, with dV = dv:

dφ = dv/V − v dV/V² = (1 − φ) dv/V.

The new spheres occupy the share f = dv/V to first order, hence

f = dφ/(1 − φ).

The denominator is there because each addition also dilutes the spheres already present. Equation (3) becomes

dε/dφ = 3ε(ε_p − ε)/[(1 − φ)(ε_p + 2ε)].  (4)

If n portions of share about 1/n are used, the neglected terms sum to n · O(1/n²) = O(1/n) and disappear as n grows.

The dilution factor matters. For ε_p/ε_m = 10, replacing f by dφ alone and integrating to φ = 1 gives ε/ε_m = 4.524, although no matrix should then remain. With the factor, the numerical solution approaches 10.000, as it must.

To integrate (4), separate the variables:

(ε_p + 2ε)/[3ε(ε_p − ε)] dε = dφ/(1 − φ).

The left side splits into partial fractions,

(ε_p + 2ε)/[3ε(ε_p − ε)] = 1/(3ε) + 1/(ε_p − ε),

as is confirmed by the common numerator, (ε_p − ε) + 3ε = ε_p + 2ε. Integrating from ε_m at φ = 0 gives

(1/3) ln(ε/ε_m) − ln[(ε_p − ε)/(ε_p − ε_m)] = −ln(1 − φ).

Changing all signs and exponentiating yields (1). The cube root comes from the term 1/(3ε). Its 3 is the factor 3 in the numerator of (2), which belongs to a sphere in three dimensions. For cylinders across the field, the same matching with V ∝ cos θ/r outside gives E_in = 2εE/(ε_p + ε). The partial fractions are then 1/(2ε) + 1/(ε_p − ε), and the cube root becomes a square root.

**Second derivation: finite portions and a product**

The second route uses no differential equation. Take a ball with a core of permittivity ε_p and radius a, and a shell of host material ε reaching to radius b. The core's share of the ball is f = a³/b³. Let the surroundings have permittivity ε⁺, and ask which ε⁺ leaves the outside field E uniform.

In the shell write V = −G r cos θ + B cos θ/r². Matching at the core is the problem already solved, with G in place of E, so

B = (G − E_in)a³ = βa³G, β = (ε_p − ε)/(ε_p + 2ε).

At r = b, continuity of the potential and of the normal displacement give

E = G(1 − fβ)
ε⁺E = εG(1 + 2fβ).

Division gives

ε⁺/ε = (1 + 2fβ)/(1 − fβ).  (5)

A ball of this kind can replace an equal ball of uniform medium ε⁺ without disturbing anything outside it. The replacement can be repeated with balls of different sizes, all with the same f, until the remaining volume is as small as desired. The result is a composite of permittivity ε⁺ made from host ε and spheres ε_p at share f. Equation (5) is the Maxwell Garnett formula, and for this arrangement f need not be small.

Now follow the distance to ε_p. Insert β into (5) and multiply its numerator and denominator by ε_p + 2ε. The denominator becomes

N = ε_p + 2ε − f(ε_p − ε) = (ε_p + 2ε)(1 − fβ),

and

(ε_p − ε⁺)N = ε_p[ε_p + 2ε − f(ε_p − ε)] − ε[ε_p + 2ε + 2f(ε_p − ε)]
= (ε_p² + εε_p − 2ε²) − f(ε_p − ε)(ε_p + 2ε)
= (1 − f)(ε_p − ε)(ε_p + 2ε).

Dividing by N gives

(ε_p − ε⁺)/(ε_p − ε) = (1 − f)/(1 − fβ).  (6)

Both (5) and (6) contain terms of first order in fβ. A suitable power of (5) cancels them. Write y = fβ, and multiply (6) by (ε/ε⁺)^s:

(1 − f)(1 − y)^(s−1)(1 + 2y)^(−s) = (1 − f)[1 + (1 − 3s)y + O(y²)].

The linear term vanishes for s = 1/3. With this value, define

Q(ε) = (ε_p − ε)ε^(−1/3).

One portion then changes Q by the factor

Q(ε⁺)/Q(ε) = (1 − f)[(1 − y)²(1 + 2y)]^(−1/3) = (1 − f)(1 − 3y² + 2y³)^(−1/3).  (7)

Each portion also leaves a fraction 1 − f of the volume to the old composite, so it multiplies the matrix fraction by 1 − f. After n portions of equal share,

(1 − f)^n = 1 − φ.

Multiplying the n factors (7), with y_k the value of y in portion k, gives

Q(ε)/Q(ε_m) = (1 − φ) ∏_k (1 − 3y_k² + 2y_k³)^(−1/3).  (8)

It remains to show that the last product tends to 1. In the coated ball, the integral of D·E* can be turned into a surface integral, because D has no divergence. On the surface, the potential and normal displacement are those of a uniform ball ε⁺. Hence ε⁺|E|² is the volume average of the local permittivity times the local |field|². It follows that ε⁺ is a sum of ε and ε_p with non-negative weights, and its argument lies between theirs. Thus ε_p/ε keeps a non-negative real part throughout, which makes |ε_p − ε| < |ε_p + 2ε| and |β| < 1. Since

f = 1 − (1 − φ)^(1/n) ≤ L/n, L = −ln(1 − φ),

the sum of |y_k|² is at most L²/n. The product tends to 1, and (8) becomes Q(ε)/Q(ε_m) = 1 − φ, which is (1).

**What each derivation assumes**

Both need the hierarchy of sizes. They differ in what they require within a portion.

The first needs only the response linear in f. The arrangement of the spheres is otherwise free, provided that their mutual influence is of order f². It gives no value for a finite number of portions, because the f² terms depend on the arrangement.

The second fixes the arrangement as coated balls. In return it gives (8) for finite n, and with it the direction of the error. For positive real permittivities, β lies between −1/2 and 1, and (1 − y)²(1 + 2y) is less than 1 unless y = 0. The left side of (1) therefore exceeds 1 − φ at finite n. Since that side falls from 1 to 0 as ε goes from ε_m to ε_p, a finite number of portions leaves ε closer to ε_m than the limit does.

Numbers for ε_p/ε_m = 10 and φ = 0.30 show this. Here the field equation of each coated ball was integrated numerically, and the resulting permittivity served as the next host. After 8, 16 and 32 portions, ε/ε_m is 2.00355, 2.01510 and 2.02100. The shortfall from the solution of (1), 2.02697, is about 0.023, 0.012 and 0.006: it halves when n doubles, as an error of order 1/n should. Removing the errors of order 1/n and 1/n² by extrapolation gives 2.02697. The two factors in (1) are

(10 − 2.02697)/9 = 0.88589
(1/2.02697)^(1/3) = 0.79016,

and their product is 0.70000. Conversely, if the exponent is treated as unknown and solved for from the extrapolated permittivity, it comes out as 0.33333 for spheres and 0.50000 for cylinders.

**Choosing the root for lossy materials**

Cubing (1) gives a cubic equation with three roots. With x = ε/ε_p and x_m = ε_m/ε_p it reads

(1 − x)³ = Kx, K = (1 − φ)³(1 − x_m)³/x_m.

The differential equation tells which root to take. With t = −ln(1 − φ), (4) becomes

d(ln x)/dt = 3(1 − x)/(1 + 2x).

The imaginary part of ln x is arg x. Multiplying numerator and denominator by 1 + 2x*, and using Im[(1 − x)(1 + 2x*)] = −3 Im x, gives

d(arg x)/dt = −9 Im x/|1 + 2x|².

The phase difference between composite and spheres therefore shrinks in magnitude and does not change sign. The argument of ε stays between those of ε_m and ε_p, and the cube root in (1) is the principal one.

This root is also unique. With w = ln x, the function F = (1 − x)x^(−1/3) equals e^(−w/3) − e^(2w/3), and

dF/dw = −(1/3)[e^(−w/3) + 2e^(2w/3)].

For |Im w| < 3π/4 both exponentials have positive real part, so dF/dw has negative real part. The difference of F between two points of this strip is their separation times the average of dF/dw along the straight line joining them. That average cannot vanish, so F takes no value twice. One must therefore keep the root with |arg x| < 3π/4 that satisfies F(x) = (1 − φ)F(x_m) with principal cube roots. For twelve randomly drawn lossy pairs, this root agreed with direct integration of (4) to within a relative 10⁻⁶.

**Two limits that isolate the cube root**

For highly conducting spheres, |ε_p| is much larger than |ε| and |ε_m|. The first factor in (1) tends to 1, leaving

ε = ε_m(1 − φ)^(−3).  (9)

The cube root has become a third power. To find the first correction, cube (1) before taking the limit:

ε/ε_m = (1 − φ)^(−3)[(1 − ε/ε_p)/(1 − ε_m/ε_p)]³ ≈ (1 − φ)^(−3)[1 − 3(ε − ε_m)/ε_p].

For small φ, (9) expands as 1 + 3φ + 6φ², whereas one portion of coated conducting balls gives (1 + 2φ)/(1 − φ) = 1 + 3φ + 3φ² to the same order. The linear term is shared, and the size hierarchy enters at second order. Equation (9) stays finite for every φ below 1. It thus cannot describe spheres that touch and form a conducting path across the sample.

In the opposite limit, ε_p → 0, the first factor tends to ε/ε_m. The left side of (1) becomes (ε/ε_m)^(2/3), and

ε = ε_m(1 − φ)^(3/2).

Steady conduction obeys the same field equations with σ in place of ε, so insulating spheres in a conducting liquid reduce its conductivity by the factor (1 − φ)^(3/2) in this model.

**Mercury drops in silicone oil**

Take φ = 0.30 at 1.0 kHz, with rough typical values for the materials: oil permittivity 2.7, oil conductivity 1.0 × 10⁻¹² S/m and mercury conductivity 1.0 × 10⁶ S/m. Mercury lies slightly outside the range assumed above: a free-electron estimate gives it a real permittivity near −50. Beside an imaginary part of −1.8 × 10¹³ this moves the argument past −π/2 by only about 3 × 10⁻¹² rad and leaves the conducting limit unchanged. The relative correction for finite metal conductivity has magnitude 8.6 × 10⁻¹³, so (9) applies:

(1 − 0.30)^(−3) = 2.9155
ε = 2.7 × 2.9155 = 7.87.

Since (9) multiplies the whole complex permittivity of the oil, the emulsion's conductivity exceeds that of the oil by the same factor and is 2.9 × 10⁻¹² S/m.

How far a real emulsion departs from this depends in part on its drop sizes. Suppose the radii form three classes, 0.1, 1 and 10 µm, added in this order, each taking the same share f of the volume present after its addition. For n classes this share is f = 1 − 0.70^(1/n). Treating each class by (5) gives 7.08, which is 10% below the limit. A single class gives 6.17, and a hundred classes give 7.84. These values omit the extra interaction of close pairs within a class, so they are estimates of the size effect and not predictions for a particular emulsion. The volume fraction also matters: raising φ by 0.01 raises (9) by 4.4%.

The other neglected effects depend on the conditions of measurement. For an applied field of 10 V/cm and drops up to 10 µm in radius:

– The skin depth in mercury is about 16 mm, far above the drop size.

– From the first derivation, the field at the pole of an isolated conducting drop is E + 2B/a³ = 3E. If a small drop sits at the pole of a medium one, and that at the pole of a large one, the factors multiply to 3³ × 10 = 270 V/cm. This rough estimate treats each drop as if it sat in a uniform field and leaves out the stronger field in the gaps between them. The oil's breakdown strength is roughly 0.10 MV/cm.

– Narrow gaps are more severe. For two large drops in line with the field, the applied field times the distance between their centres gives 10 V/cm × 20 µm = 20 mV as a rough estimate of their voltage. For an isolated pair this is too high, because the dipole of each drop reduces the difference: for two neutral conducting spheres 2.0 nm apart, the image-charge solution gives about 6 mV. Across a 2.0 nm gap, 20 mV gives a field equal to the oil's bulk breakdown strength, and 6 mV gives about 0.03 MV/cm. An electron crossing the gap would gain only 20 meV, however, far too little to ionise a molecule, so the bulk value does not predict breakdown of so thin a film.

– Tunnelling through that gap can be estimated by summing exp[−2d√(κ² + k²)] over transverse wavevectors k and both spins, with weight e²/h per channel. Here d is the gap and κ the decay constant of a free electron under a 3.0 eV barrier. Per unit area of a flat gap, the conductance is of order 10⁻⁴ of the capacitive admittance. This figure depends exponentially on the assumed values: a 2.5 eV barrier raises it about twentyfold, an effective mass of half the free-electron mass brings it above 1, and narrowing the gap to about 1.5 nm brings it to about 1. For two curved drops taken as a whole the ratio is much smaller, because tunnelling is confined to the narrowest patch while the capacitance is not.

– With an interfacial tension of 0.4 N/m, written γ, the electric and gravitational stresses can be compared with the capillary stress through the numbers ε₀εE²a/γ and Δρga²/γ, which omit factors of order one (Δρ is the density difference, g the acceleration of gravity). For the applied field and the permittivity of the composite they are 1.7 × 10⁻⁹ and 3.1 × 10⁻⁵. In the 2.0 nm gap considered above, with the permittivity of the oil, the electric number is about 0.06 for 20 mV and 0.005 for 6 mV, over a small patch only. Neither field nor gravity therefore deforms the drops as a whole. A film this thin is governed by other forces: for an assumed Hamaker constant A of 10⁻¹⁹ J, the van der Waals pressure A/(6πd³) is about eight times the Laplace pressure 2γ/a, so such a film would flatten and tend to rupture unless a stabilising layer holds it.

– In oil of viscosity 1.0 Pa s, Stokes' law for an isolated rigid sphere gives the largest drops a settling speed of 2.7 µm/s, or about 0.16 mm in a minute. This gives only the order of magnitude: a clean liquid drop falls about 1.5 times faster than a rigid sphere, and crowding at φ = 0.30 slows settling severalfold. A slow measurement would meet a changing, non-uniform φ.

With the values chosen here, the coated-ball estimate for three size classes lies 10% below the limit, while an error of 0.01 in φ changes the permittivity by about 4%. For randomly placed drops, the interaction of close pairs, which that estimate omits, makes the reduction smaller. The effect of settling on the permittivity was not estimated. If the oil films between drops rupture, the drops merge into larger ones and the size distribution changes. A conducting path across the sample would invalidate the model altogether. The numerical output below lists the values used.

Numbers as computed

```
ROUND CONTRAST e_p/e_m = 10, phi = 0.30 (dimensionless)
e/e_m after  8 portions: 2.00355
e/e_m after 16 portions: 2.01510
e/e_m after 32 portions: 2.02100
e/e_m extrapolated: 2.02697
e/e_m from the equation: 2.02697
factor (e_p-e)/(e_p-e_m): 0.88589
factor (e_m/e)^(1/3): 0.79016
product of factors: 0.70000
measured exponent, spheres: 0.33333
measured exponent, cylinders: 0.50000
e/e_m at phi=1 without dilution: 4.524
e/e_m near phi=1 with dilution: 10.000
MERCURY IN SILICONE OIL, rough inputs
oil permittivity: 2.7
oil conductivity: 1.0e-12 S/m
mercury conductivity: 1.0e+06 S/m
frequency: 1.0 kHz
applied field: 10 V/cm
oil breakdown strength: 0.10 MV/cm
largest drop radius: 10 um
interfacial tension: 0.4 N/m
oil viscosity: 1.0 Pa s
density difference: 12.5 g/cm3
tunnel barrier: 3.0 eV
gain (1-phi)^-3: 2.9155
composite permittivity: 7.872
composite conductivity: 2.92e-12 S/m
NEGLECTED EFFECTS
permittivity,   1 size classes: 6.171
permittivity,   2 size classes: 6.789
permittivity,   3 size classes: 7.076
permittivity,  10 size classes: 7.593
permittivity, 100 size classes: 7.842
three classes against limit: -10.1 %
change for phi + 0.01: 4.4 %
finite-metal relative correction: 8.6e-13
skin depth in mercury: 15.9 mm
pole field / applied field: 3.000
nested pole field, 3 classes: 270 V/cm
voltage between large drops: 20 mV
gap at breakdown strength: 2.0 nm
tunnel/capacitive admittance there: 1.4e-04
electric/capillary stress: 1.7e-09
gravity/capillary stress: 3.1e-05
settling speed, largest drop: 2.72 um/s
```
